# Lithium Donor Solubility in Gallium-Doped Germanium at Fixed Lithium Chemical Potential

Let $D$ be the density of ionized lithium donors, Li$^+$, in a germanium crystal, $A$ the density of ionized gallium acceptors, Ga$^-$, and $n$ and $p$ the densities of conduction electrons and holes. The crystal is in equilibrium at temperature $T$ with an external lithium source whose chemical potential $\mu_{\rm Li}$, counted per neutral atom, is held fixed. The subscript 0 marks the undoped crystal, $A=0$, in equilibrium with the same source at the same temperature: $D_0$ is its lithium solubility, $n_0$ its electron density and $p_0$ its hole density. The intrinsic density $n_i$ belongs to germanium with neither lithium nor gallium, so $n_0$ differs from $n_i$: the dissolved lithium is itself a dopant.

Energies are in eV in the example, densities in cm$^{-3}$, and $k$ is Boltzmann's constant. Lithium sits on interstitial sites of density $N_s$ and is dilute, $D\ll N_s$. The carriers are nondegenerate, $n\ll N_c$ and $p\ll N_v$, where $N_c$ and $N_v$ are the effective densities of states of the two bands, with edges $E_c$ and $E_v$. Gallium is substitutional, immobile and fully ionized, and does not alter the source. Lithium is fully ionized too, and Li$^+$ and Ga$^-$ form no pairs. The region considered is neutral bulk, away from surfaces and junctions.

Lithium enters as an ion together with an electron, and the electron can fill a hole. Gallium supplies holes. To turn this into a solubility law, consider the grand potential per unit volume,

$$
\begin{aligned}
\Omega={}&D\left[h-\mu_{\rm Li}+kT\left(\ln\frac{D}{N_s}-1\right)\right]
+n\left[E_c+kT\left(\ln\frac{n}{N_c}-1\right)\right]\\
&+p\left[-E_v+kT\left(\ln\frac{p}{N_v}-1\right)\right].
\end{aligned}
$$

Here $h$ is the free energy of one Li$^+$ on a given site, apart from the entropy of choosing the site. The logarithms are the ideal entropies of dilute particles. A hole costs $-E_v$ because an electron of energy $E_v$ has been removed. The term $-\mu_{\rm Li}D$ accounts for the atoms drawn from the source.

The densities are not independent, since the bulk must be neutral:

$$
D+p=A+n .
$$

Positive charges stand on the left and negative ones on the right. To minimize $\Omega$ under this condition, add $E_F\,(D+p-A-n)$ with a multiplier $E_F$ and set the three derivatives to zero. Because the derivative of $c(\ln c-1)$ is $\ln c$, the results are

$$
h-\mu_{\rm Li}+kT\ln\frac{D}{N_s}+E_F=0,
$$

$$
E_c+kT\ln\frac{n}{N_c}-E_F=0,\qquad
-E_v+kT\ln\frac{p}{N_v}+E_F=0 .
$$

The second equation identifies the multiplier as the Fermi level, the chemical potential of electrons. The first then says that the chemical potentials of an ion and an electron add up to that of a lithium atom in the source. A uniform electrostatic potential raises the energy of the ion by as much as it lowers that of the electron, so it drops out of the sum. The stationary point is the minimum, because each $c\ln c$ is convex and the constraint is linear.

Eliminate $E_F$ by adding the first two equations:

$$
kT\ln\frac{Dn}{N_sN_c}=\mu_{\rm Li}-h-E_c .
$$

Exponentiation gives the mass-action law for lithium,

$$
Dn=K,\qquad
K=N_sN_c\exp\!\left(\frac{\mu_{\rm Li}-h-E_c}{kT}\right).
$$

Adding the last two equations gives the law for electron-hole pairs,

$$
np=n_i^2,\qquad
n_i^2=N_cN_v\exp\!\left(-\frac{E_c-E_v}{kT}\right).
$$

In this model neither $K$ nor $n_i$ contains $A$. Gallium therefore acts through $n$ alone: whatever lowers the electron density raises $D=K/n$ in proportion. The fixed source matters here. If it were depleted, or if gallium dissolved into it and changed $\mu_{\rm Li}$, then $K$ would change as well.

Now insert $D=K/n$ and $p=n_i^2/n$ into the neutrality condition:

$$
\frac{K+n_i^2}{n}=A+n .
$$

Multiplication by $n$ and collection of terms give

$$
n^2+An-(K+n_i^2)=0 .
$$

The unknown constant $K$ can be replaced by the undoped solubility. At $A=0$ the quadratic equation and the lithium law read

$$
n_0^2=K+n_i^2,\qquad K=D_0n_0 .
$$

Together they give $n_0^2-D_0n_0-n_i^2=0$. The product of its roots is $-n_i^2$, so one root is negative and cannot be a density. The other is

$$
n_0=\frac{D_0}{2}+\sqrt{\frac{D_0^2}{4}+n_i^2}.
$$

With $K+n_i^2=n_0^2$, the equation for the doped crystal becomes $n^2+An-n_0^2=0$. Its positive root is

$$
n=-\frac A2+\sqrt{\frac{A^2}{4}+n_0^2}
=n_0\left(\sqrt{1+x^2}-x\right),\qquad
x=\frac{A}{2n_0}.
$$

To divide by this $n$, use

$$
\left(\sqrt{1+x^2}-x\right)\left(\sqrt{1+x^2}+x\right)=1 .
$$

Since $D=K/n=D_0n_0/n$, the solubility is

$$
\boxed{D=D_0\left[\frac{A}{2n_0}+\sqrt{1+\left(\frac{A}{2n_0}\right)^2}\right]}
$$

The bracket can be written as $\exp(\operatorname{arsinh}x)$, because $\operatorname{arsinh}x=\ln(x+\sqrt{1+x^2})$. For $A>0$ the bracket exceeds one, so gallium raises the solubility.

The hole density obeys the same scaling, since $p=n_i^2/n$:

$$
\frac{D}{D_0}=\frac{p}{p_0}=\frac{n_0}{n}.
$$

The electron equation $E_F=E_c+kT\ln(n/N_c)$ turns this ratio into a shift of the Fermi level,

$$
E_F-E_{F,0}=kT\ln\frac{n}{n_0}=-kT\operatorname{arsinh}\frac{A}{2n_0}.
$$

The donated electron thus goes into a reservoir with a lower chemical potential, and this pays for the additional lithium.

Lithium and holes are two ways of balancing the gallium charge. Their shares follow from the mass-action laws:

$$
\frac{D}{D+p}=\frac{K/n}{(K+n_i^2)/n}
=\frac{D_0n_0}{n_0^2}=\frac{D_0}{n_0}.
$$

The share does not depend on $A$. Dividing the formula for $n_0$ by $D_0$ and inverting it gives

$$
\frac{D_0}{n_0}
=\frac{2}{1+\sqrt{1+4n_i^2/D_0^2}} .
$$

This separates two questions: how far gallium multiplies the solubility, and how much of the gallium charge lithium compensates.

For light doping, $A\ll n_0$, expand the square root. The bracket is $1+x+x^2/2+\cdots$, so to first order

$$
D-D_0\simeq\frac{D_0}{2n_0}A .
$$

Since $n_0\ge D_0$, each added gallium atom brings in at most half a lithium ion at this order. The rest of its charge is balanced by more holes and fewer electrons.

For heavy doping, $A\gg n_0$, the bracket is $2x+1/(2x)+\cdots$, and

$$
D\simeq\frac{D_0}{n_0}\left(A+\frac{n_0^2}{A}\right).
$$

The leading term is linear in $A$, with the charge share as its slope. The correction is positive, so $D/A$ approaches the slope from above. If $n_i/D_0=0.1$, the limiting value of $D/A$ is 0.990; for $n_i/D_0=1$ it is 0.618, and for $n_i/D_0=10$ it is 0.095. Heavy gallium doping therefore does not by itself imply nearly complete compensation. That also needs $n_i\ll D_0$.

Two limits of the intrinsic density show the same distinction. If $n_i\ll D_0$, then $n_0\simeq D_0$ and

$$
D\simeq\frac A2+\sqrt{\frac{A^2}{4}+D_0^2}.
$$

Holes then carry a negligible share of the positive charge. The small difference $D-A=n-p$ reduces to $n$ only while $p\ll n$, which for heavy doping requires $A\ll D_0^2/n_i$. If instead $n_i\gg D_0$, then $n_0\simeq n_i$, and lithium merely responds to a Fermi level set by gallium and the intrinsic carriers:

$$
D\simeq D_0\left[\frac{A}{2n_i}+\sqrt{1+\left(\frac{A}{2n_i}\right)^2}\right].
$$

The derivation nowhere used the sign of $A$. If the crystal contains fixed donors in excess of acceptors, $A$ is minus their net density. Then $x<0$, the electron density rises, and the lithium solubility falls. Reversing the sign of $A$ inverts the ratio $D/D_0$, because $\operatorname{arsinh}$ is odd.

For an example take germanium at 573 K, about 300 °C, where $kT=0.04938$ eV. Rough typical inputs are a gap of 0.55 eV and density-of-states masses of 0.55 and 0.34 electron masses for electrons and holes. They give $N_c=2.70\times10^{19}$ and $N_v=1.31\times10^{19}$ cm$^{-3}$, hence $n_i=7.18\times10^{16}$ cm$^{-3}$. The undoped lithium solubility is set at the rough value $D_0=1.0\times10^{17}$ cm$^{-3}$, and the gallium density at $A=5.0\times10^{17}$ cm$^{-3}$. Further digits below serve to follow the arithmetic; the inputs do not justify them as predictions.

The reference electron density, in units of $10^{17}$ cm$^{-3}$, is

$$
n_0=0.500+\sqrt{0.250+0.718^2}=1.375 .
$$

Thus $K=D_0n_0=1.375\times10^{34}$ cm$^{-6}$, and

$$
x=\frac{5.0}{2(1.375)}=1.818,\qquad
\frac{D}{D_0}=1.818+\sqrt{1+1.818^2}=3.893 .
$$

The doped solubility is $D=3.89\times10^{17}$ cm$^{-3}$, nearly four times the undoped value. The electron density falls to $n=n_0/3.893=3.53\times10^{16}$ cm$^{-3}$, while the hole density rises from $3.75\times10^{16}$ to $1.46\times10^{17}$ cm$^{-3}$. Both sides of the neutrality condition equal $5.35\times10^{17}$ cm$^{-3}$. The Fermi level drops by $kT\ln3.893=67$ meV.

Lithium carries the share $D_0/n_0=0.727$ of the positive charge. The ratio $D/A$ is 0.779, somewhat larger, because the positive charge balances the remaining electrons as well as the gallium: $D=0.727\,(A+n)$.

With temperature and source held fixed, the dependence on gallium is as follows; the negative entry means a net density of fixed donors.

| $A$ (cm$^{-3}$) | $D$ (cm$^{-3}$) | $D/D_0$ |
|---:|---:|---:|
| $-5\times10^{17}$ | $2.57\times10^{16}$ | 0.257 |
| $1\times10^{16}$ | $1.04\times10^{17}$ | 1.037 |
| $1\times10^{17}$ | $1.43\times10^{17}$ | 1.428 |
| $5\times10^{17}$ | $3.89\times10^{17}$ | 3.893 |
| $1\times10^{18}$ | $7.41\times10^{17}$ | 7.407 |

The first and fourth ratios are reciprocals, as the odd symmetry requires. Direct numerical minimization of $\Omega$ under neutrality, without imposing either mass-action law, reproduced $D$ for these five dopings within a relative difference of $2\times10^{-5}$. The numerical output also lists the intermediate values.

The rough values of the gap and of $D_0$ both matter. Lowering the gap by 0.05 eV at fixed $D_0$ reduces $D$ by 20%. At fixed $A$, $T$ and $n_i$, halving $D_0$ gives $D=2.57\times10^{17}$ cm$^{-3}$ and an enhancement of 5.14. Doubling it gives $D=5.24\times10^{17}$ cm$^{-3}$ and an enhancement of 2.62. A less soluble donor is thus multiplied more strongly, although its final density is smaller. The reason is that $n_0$ increases with $D_0$, which reduces $x$ at fixed $A$.

The neglected effects can be sized for the same example. Replacing the Boltzmann carrier densities by Fermi-Dirac integrals, and allowing for finite occupation of the lithium sites, changes $D$ by 0.08% relative to the formula evaluated with $D_0$ and $n_0$ from those same statistics. With all densities lowered a thousandfold, the difference falls to about $10^{-4}$ of a percent. Degeneracy is unimportant here, but would have to be reconsidered if $p$ approached $N_v$.

Incomplete ionization is harder to size. With a rough acceptor binding energy of 11 meV and a ground-state degeneracy of four, the ratio of neutral to ionized gallium is $4(p/N_v)\exp(11\,{\rm meV}/kT)$. It makes 5.3% of the gallium neutral and lowers $D$ by 4.6%. This is a formal estimate using the original $p$, and it is probably too large. An isolated bound level is a doubtful picture here: the thermal energy exceeds the binding energy, screening weakens the level, and weight gained in the bound state is partly lost from the band states. In a one-band hydrogenic model with a screening length of 8.7 nm the level shrinks to about 4 meV, and the holes held near a gallium ion beyond linear screening are only about a quarter of what the level formula gives. For lithium, take a 9 meV level. A spin degeneracy of two alone would make the neutral density 0.3% of the ionized one, but the mass 0.55 counts four conduction valleys, and their donor states are split by far less than $kT$. With a degeneracy of eight the same formal estimate gives 1.3% in the doped crystal and 4.9% in the undoped one. Neutral lithium brings no free electron, so within the dilute model its density is fixed by $\mu_{\rm Li}$ and does not take part in the enhancement.

The charges also screen one another. At leading order in Debye theory, screening among the mobile charges alone lowers the energy of a unit charge by

$$
\Delta=\frac{e^2}{8\pi\epsilon\lambda},\qquad
\lambda=\sqrt{\frac{\epsilon kT}{e^2(D+n+p)}},
$$

where $\epsilon$ is the permittivity, here 16 times that of vacuum, and immobile gallium is left out of the screening density. The length $\lambda$ shrinks from 12.6 nm in the undoped crystal to 8.7 nm in the doped one, and $\Delta$ grows by 1.57 meV. Both $K$ and $n_i^2$ describe the creation of two charges, so both acquire a factor $f^2$ with $f=\exp(1.57\,{\rm meV}/kT)$. In the formula this replaces $D_0$ by $fD_0$ and $n_0$ by $fn_0$. The resulting one-pass change of $D$ is 0.4%. It is much smaller than $f-1\simeq3\%$ because, at large $x$, the ratio $D_0/n_0$ that controls $D$ is unchanged. The fixed gallium ions add a term of the same order. Each is screened by the mobile charges, which lowers the energy per volume by $A\Delta$; since $\Delta\propto\sqrt{D+n+p}$, each added mobile charge gains a further $A\Delta/[2(D+n+p)]$. With this term the growth is about 3.8 meV and the change of $D$ about 1%.

Ion pairing needs more care, because opposite charges attract strongly at one bond length. Suppose each gallium atom has four nearest interstitial sites, at most one of them occupied, with binding energy $E_b$. Relative to an empty neighbourhood, each occupied site has statistical weight $(D/N_s)\exp(E_b/kT)$. If $P$ is the pair density and $A_f=A-P$ the density of unpaired gallium, then

$$
P=K_pDA_f,\qquad K_p=\frac{4}{N_s}\exp\!\left(\frac{E_b}{kT}\right).
$$

A pair is neutral, so $D$ must now be found with $A_f$ in place of $A$, while the total lithium density is $D+P$. The total rises. Differentiation of the main result gives

$$
\frac{dD}{dA}=\frac{D_0}{2n_0}\left(1+\frac{x}{\sqrt{1+x^2}}\right)<1,
$$

so the loss of free lithium caused by removing $P$ acceptors is less than the $P$ ions gained in pairs.

One tetrahedral interstitial site per germanium atom gives $N_s=4.41\times10^{22}$ cm$^{-3}$. A Coulomb energy at 0.245 nm with bulk permittivity gives $E_b=0.367$ eV. The pair density is then $2.7\times10^{16}$ cm$^{-3}$, and total lithium is 2.2% above the unpaired result. This counts the nearest shell only; adding the six sites at 0.283 nm with the same Coulomb law gives $4.0\times10^{16}$ pairs per cm$^3$ and a total 3.3% higher. Bulk screening is questionable at these distances. Raising $E_b$ by 0.1 eV gives $1.3\times10^{17}$ pairs per cm$^3$ and a total 11% higher. At 573 K the neglect of pairing is therefore tolerable for a rough solubility, but less so for the density of isolated ions.

It cannot in general be carried to room temperature at this doping. With the smaller binding energy, $K_pA$ rises from 0.077 at 573 K to 67 at 300 K. The ratio of paired to unpaired gallium is $K_pD$, and the share law gives $D=(D_0/n_0)(A_f+n)\ge(D_0/n_0)A_f$. Hence $(D_0/n_0)K_pA_f^2\le P\le A$, or $A_f/A\le0.12/\sqrt{D_0/n_0}$, with $D_0$ and $n_0$ taken at 300 K. Unless the lithium share $D_0/n_0$ is small, most of the gallium is paired. The formula may then still describe the unpaired ions, provided $A_f$ replaces $A$, but it no longer gives total lithium.

The nearest familiar material is gallium-doped germanium into which lithium is diffused to make radiation detectors. Its gallium density is far below that of the example, roughly $10^{14}$ cm$^{-3}$. At 573 K and the same $D_0$ this gives $x\simeq4\times10^{-4}$, so the model predicts an enhancement of only about 0.04%. The example represents deliberately heavy doping. The lithium drift used in such detectors takes place in an electric field at lower temperature and is not the equilibrium treated here.

The assumption of a fixed source can fail in a real diffusion. A thin lithium layer can be depleted, and a lithium-rich surface alloy can take up gallium. To see the effect of a changed $K$ at fixed $A$ and $n_i$, differentiate $n^2+An=K+n_i^2$, which gives $dn/dK=1/(2n+A)$. Then, from $D=K/n$,

$$
\frac{d\ln D}{d\ln K}=1-\frac{K}{n(2n+A)}\simeq0.32
$$

for the example. Since $d\ln K=d\mu_{\rm Li}/kT$, a 10 meV fall in the source potential lowers $D$ by about 6% to first order. A comparison between doped and undoped samples therefore tests the mass-action enhancement, within the roughly estimated corrections for pairing, screening and incomplete ionization, if both have reached equilibrium with the same lithium phase at the same temperature, and if lithium has not precipitated during cooling before its density is measured.

## Calculated quantities

```
Temperature: 573 K; kT: 0.04938 eV
Gap: 0.55 eV; masses e, h: 0.55, 0.34 m_e
Lattice constant: 5.66 angstrom
Lithium sites: 4.412e+22 cm^-3
Nc: 2.702e+19 cm^-3; Nv: 1.313e+19 cm^-3
Intrinsic density ni: 7.182e+16 cm^-3
Undoped lithium solubility D0: 1.000e+17 cm^-3
Undoped electrons n0: 1.375e+17 cm^-3; holes p0: 3.751e+16 cm^-3
Mass-action constant K: 1.375e+34 cm^-6
Gallium density A: 5.000e+17 cm^-3; A/(2 n0): 1.8180
Doped lithium solubility D: 3.893e+17 cm^-3
Solubility enhancement D/D0: 3.893
Doped electrons n: 3.532e+16 cm^-3; holes p: 1.460e+17 cm^-3
Charge sums D+p: 5.3532e+17; A+n: 5.3532e+17 cm^-3
Lithium share of positive charge D0/n0: 0.7272
Fermi level drop: 67.11 meV
Net acceptors 1.0e+16: D = 1.037e+17 cm^-3, D/D0 = 1.037
Net acceptors 1.0e+17: D = 1.428e+17 cm^-3, D/D0 = 1.428
Net acceptors 5.0e+17: D = 3.893e+17 cm^-3, D/D0 = 3.893
Net acceptors 1.0e+18: D = 7.407e+17 cm^-3, D/D0 = 7.407
Net acceptors -5.0e+17: D = 2.569e+16 cm^-3, D/D0 = 0.257
ni/D0 = 0.1: heavy-doping limit of D/A = 0.9902
ni/D0 = 1.0: heavy-doping limit of D/A = 0.6180
ni/D0 = 10.0: heavy-doping limit of D/A = 0.0951
D0 = 5.0e+16: D = 2.571e+17 cm^-3, D/D0 = 5.143
D0 = 2.0e+17: D = 5.245e+17 cm^-3, D/D0 = 2.622
Full statistics, change of D: 0.082 %
Same, all densities 1000 times lower: 0.000083 %
Rough levels Ga, Li: 11, 9 meV
Neutral gallium fraction: 5.27 %
Neutral/ionized lithium: 0.31 %
Neutral gallium, change of D: -4.60 %
Relative permittivity: 16
Debye length undoped, doped: 12.60, 8.75 nm
Extra screening energy per charge: 1.57 meV
Debye screening, change of D: 0.41 %
Li-Ga nearest distance: 0.2451 nm
Pair binding 0.367 eV: constant 1.54e-19 cm^3
  pairs 2.70e+16 cm^-3, total Li 3.979e+17 cm^-3
  change of total lithium: 2.22 %
Pair binding 0.467 eV: constant 1.17e-18 cm^3
  pairs 1.30e+17 cm^-3, total Li 4.322e+17 cm^-3
  change of total lithium: 11.03 %
Pair constant times A at 573 K: 0.077
Pair constant times A at 300 K: 66.9
```
